# Drift velocity of closed semiclassical orbits in crossed fields, part 2

An electron wave packet in a single band of energy \(\varepsilon(\mathbf k)\) moves in uniform, constant fields with \(\mathbf E\cdot\mathbf B=0\). The problem is to find its average velocity perpendicular to \(\mathbf B\). The packet has centre \(\mathbf r\), crystal momentum \(\mathbf k\) and velocity \(\mathbf v\). In units with \(\hbar=e=1\) and electron charge \(-1\), and without collisions,

\[
\mathbf v=\frac{d\mathbf r}{dt}=\nabla_{\mathbf k}\varepsilon,
\qquad
\frac{d\mathbf k}{dt}=-\mathbf E-\mathbf v\times\mathbf B .
\tag{1}
\]

The second relation is the force equation. An orbit is closed if \(\mathbf k\), followed continuously without folding at zone boundaries, returns to its starting value after a finite period \(T\). The theorem states that on any closed orbit

\[
\boxed{\langle\mathbf v_\perp\rangle_T
=\mathbf v_d,\qquad
\mathbf v_d=\frac{\mathbf E\times\mathbf B}{B^2}.}
\tag{8}
\]

Here \(\perp\) means perpendicular to \(\mathbf B\), \(\langle\;\rangle_t\) is an average over elapsed time \(t\), \(B=|\mathbf B|\), \(E=|\mathbf E|\) and \(v_d=|\mathbf v_d|\). For any elapsed time, with \(\Delta\mathbf k=\mathbf k(t)-\mathbf k(0)\),

\[
\langle\mathbf v_\perp\rangle_t
=\mathbf v_d+\frac{\Delta\mathbf k\times\mathbf B}{B^2t}.
\tag{18}
\]

If \(D\) is the largest distance between two points on a closed \(\mathbf k\) orbit, then

\[
\left|\langle\mathbf v_\perp\rangle_t-\mathbf v_d\right|
\leq\frac{D}{Bt}.
\tag{12}
\]

Both \(\mathbf k\cdot\mathbf B\) and \(W=\varepsilon-\mathbf v_d\cdot\mathbf k\) are conserved, and

\[
\frac{d\mathbf k}{dt}=\mathbf B\times(\mathbf v-\mathbf v_d).
\tag{19}
\]

Seen with \(\mathbf B\) towards the viewer, electron-like orbits run counterclockwise around a minimum of \(W\), and hole-like orbits run clockwise around a maximum.

When a packet completes many orbits between collisions, the perpendicular current density is

\[
\mathbf j_\perp=-n\mathbf v_d ,
\tag{16}
\]

if all occupied states, of density \(n\), lie on closed orbits, and

\[
\mathbf j_\perp=-(-p\mathbf v_d)=+p\mathbf v_d .
\tag{17}
\]

if instead all empty states of a nearly full band, of density \(p\), do.

### A band that is not parabolic

Consider a simple cubic lattice of spacing \(a\), with one orbital per site and hopping to nearest and next-nearest neighbours. Writing \(c_i=\cos(k_ia)\), its energy is

\[
\varepsilon=-2t_1(c_x+c_y+c_z)
-4t_2(c_xc_y+c_yc_z+c_zc_x).
\tag{20}
\]

The parameters are \(a=4\) Å, \(t_1=0.50\) eV and \(t_2=0.10\) eV. They are round model values and do not represent a particular material.

Differentiation with respect to \(k_x\) uses \(\partial c_x/\partial k_x=-a\sin(k_xa)\):

\[
v_x=2a\sin(k_xa)\,[t_1+2t_2(c_y+c_z)].
\tag{21}
\]

The other components follow by exchanging the coordinates. A second derivative gives the inverse mass along \(x\):

\[
\frac{\partial^2\varepsilon}{\partial k_x^2}
=2a^2c_x[t_1+2t_2(c_y+c_z)].
\tag{22}
\]

Take \(\mathbf B\) along \(z\), \(\mathbf E\) along \(y\), and the conserved value \(k_z=0.25\) Å\(^{-1}\). Then \(k_za=1\) and \(c_z=0.5403\). In this plane the band bottom is at \(k_x=k_y=0\), where the inverse mass is

\[
32[0.50+0.20(1+0.5403)]=25.86\ \text{eV Å}^2 .
\]

At the band top, \(k_xa=k_ya=\pi\), it is

\[
-32[0.50+0.20(-1+0.5403)]=-13.06\ \text{eV Å}^2 .
\]

The two regions have masses of opposite sign and different size.

### Fields and drift in numbers

With \(\hbar=e=1\), energies in eV and lengths in Å, the electric field has unit eV/Å and the magnetic field has unit Å\(^{-2}\). Velocity is in eV Å and time in 1/eV. The chosen fields are

\[
E=2.00\times10^{-4}\ \text{eV/Å},\qquad
B=2.00\times10^{-4}\ \text{Å}^{-2}.
\]

Multiplication by \(\hbar/e\) converts this magnetic field to 13.2 T. The electric field is \(2.00\times10^6\) V/m. It is chosen to make the drift comparable with the band velocities, and is far larger than the field in an ordinary Hall measurement on a metal. Since \(\hat{\mathbf y}\times\hat{\mathbf z}=\hat{\mathbf x}\),

\[
\mathbf v_d=\frac{E}{B}\hat{\mathbf x}
=1.00\,\hat{\mathbf x}\ \text{eV Å}.
\tag{23}
\]

Division by \(\hbar\) gives \(1.52\times10^5\) m/s.

The trajectories below were obtained by integrating the force equation with a high-order Runge–Kutta method. The period was located as the first return to the starting point, and the velocity was averaged over 4000 equally spaced times in that period.

### Two closed orbits

The electron-like orbit starts at \((k_x,k_y)=(0.50,0)\) Å\(^{-1}\), and the hole-like orbit at \((0.40,0.75)\) Å\(^{-1}\). The signed area is positive for counterclockwise motion seen with \(\mathbf B\) towards the viewer.

| Quantity | Electron-like | Hole-like |
|---|---:|---:|
| Period (1/eV) | 2020 | 2731 |
| Signed area (Å\(^{-2}\)) | 0.557 | −0.235 |
| Lowest \(v_x\) (eV Å) | −6.42 | −2.26 |
| Highest \(v_x\) (eV Å) | 5.95 | 3.35 |
| Mean \(v_x\) (eV Å) | 1.00 | 1.00 |
| Mean \(v_z\) (eV Å) | 4.42 | 1.50 |

The packets circulate in opposite senses, and their instantaneous velocities differ greatly, but their mean \(v_x\) is the same. The mean \(v_y\) is zero within \(10^{-6}\) eV Å. In one period the electron-like packet advances by

\[
v_dT=1.00\times2020=2020\ \text{Å},
\]

and the hole-like packet by 2731 Å. The longer advance comes from the longer period.

The mean is not the midpoint of the velocity range. For the electron-like orbit that midpoint is \((-6.42+5.95)/2=-0.23\) eV Å. The theorem fixes the time average of the velocity, not the midpoint between its extremes.

These orbits are too large for a parabolic approximation to give their periods accurately. Using the inverse mass at the band bottom, that approximation gives

\[
\frac{2\pi}{(2.00\times10^{-4})(25.86)}
=1215\ \text{1/eV},
\]

which is 40% below the computed electron-like period. At the band top the corresponding estimate is 2406 1/eV, or 12% below the computed hole-like period. The error in the period does not enter the drift.

### What happens along the magnetic field

The theorem fixes no velocity along \(\mathbf B\). In this model,

\[
v_z=2a\sin(k_za)\,[t_1+2t_2(c_x+c_y)].
\tag{24}
\]

The prefactor is \(8\sin(1)=6.732\) Å. The two mean velocities in the table therefore require

\[
\langle c_x+c_y\rangle
=\frac{4.419/6.732-0.50}{0.20}=0.78
\]

for the electron-like orbit, and \(-1.39\) for the hole-like orbit. The orbits sample different parts of the zone, and this changes their mean velocity along \(z\). Both packets travel along the magnetic field as well as drifting across it.

### The energy swing and an incomplete period

Since \(W\) is constant, a change in band energy obeys \(\Delta\varepsilon=v_d\Delta k_x\). The computed energy swings are 0.863 eV and 0.582 eV. With \(v_d=1.00\) eV Å, the widths of the two orbits along \(k_x\) are therefore 0.863 and 0.582 Å\(^{-1}\).

For the electron-like orbit this width also gives the error after half a period. The curve is symmetric under \(k_y\to-k_y\), and it starts on the axis \(k_y=0\). Reflection reverses the direction of travel, so half a period later the packet is at the other crossing of that axis. The extremes of \(k_x\) occur where \(dk_x/dt=-Bv_y=0\). The bracket in the formula for \(v_y\) is positive for these parameters, so on this orbit the condition means \(k_y=0\). The two crossings are thus separated by the full width, and equation (18) gives

\[
\left|\langle\mathbf v_\perp\rangle_{T/2}-\mathbf v_d\right|
=\frac{0.863}{(2.00\times10^{-4})(1010)}
=4.27\ \text{eV Å}.
\]

This departure is more than four times the drift itself. Because \(\Delta\mathbf k\) points along \(-x\), its cross product with \(\mathbf B\) points along \(+y\). After 3.5 periods \(\Delta\mathbf k\) is the same but the time is seven times longer, and the departure is 0.61 eV Å. An average over a time that is not much longer than the period can therefore be very different from the drift. The electron-like period is 1.33 ps after multiplication by \(\hbar\). By equation (12), the departure is sure to be small compared with \(v_d=E/B\) only when \(t\gg D/E\). Here \(D/E\) is a few periods, but in a field a thousand times weaker it is thousands of periods, so a single packet in a real crystal would usually collide long before its average velocity settled at the drift value. For the current in equations (16) and (17) the condition is milder, because the large remainders of the different occupied states mostly cancel, and many orbits between collisions are enough.

### Fields in other directions

Nothing in the proof ties the fields to the crystal axes. Keep their strengths and take \(\mathbf B\) along \((1,2,2)/3\) and \(\mathbf E\) along \((2,1,-2)/3\). These directions are perpendicular, and

\[
\frac{(2,1,-2)\times(1,2,2)}{9}
=\frac{(2,-2,1)}{3}.
\]

The predicted drift is 1.00 eV Å in this direction. For a closed orbit started at \(\mathbf k=(0.25,-0.10,0.15)\) Å\(^{-1}\), the integrated trajectory gives the same perpendicular velocity within \(10^{-6}\) eV Å.

### Open orbits

Suppose that \(\mathbf k\) advances by a nonzero reciprocal lattice vector \(\mathbf G\) in time \(T\). The velocity repeats after this time, but \(\Delta\mathbf k=\mathbf G\). Equation (18) becomes

\[
\langle\mathbf v_\perp\rangle_T
=\mathbf v_d+\frac{\mathbf G\times\mathbf B}{B^2T}.
\tag{25}
\]

The direction of \(\mathbf G\) is restricted. The band energy is periodic, so \(W(\mathbf k+\mathbf G)=W(\mathbf k)-\mathbf v_d\cdot\mathbf G\). Conservation of \(W\) then requires \(\mathbf v_d\cdot\mathbf G=0\). Since \(\mathbf k\cdot\mathbf B\) is also conserved, \(\mathbf G\) is perpendicular to \(\mathbf B\). For \(\mathbf E\neq0\), it must lie along the line of \(\mathbf E\). The correction in equation (25) lies along the line of \(\mathbf v_d\), and its sign is set by the direction in which the orbit advances. Both signs can occur in a band with open sheets of constant energy, such as a quasi-one-dimensional band, provided \(E/B\) is small compared with the velocity on the sheets. As \(E/B\) approaches the largest band velocity, only the negative correction survives. The example below has a negative correction.

An orbit started at \((1.20,0.785)\) Å\(^{-1}\), with the original fields, shows the consequence. It advances by \(G_y=-1.571\) Å\(^{-1}\) in 4697 1/eV. Its mean velocity is

\[
1.00-\frac{1.571}{(2.00\times10^{-4})(4697)}
=-0.67\ \text{eV Å}
\]

along \(x\). This packet moves against \(\mathbf E\times\mathbf B\). Folding \(\mathbf k\) back into the first zone would make the orbit look closed and would hide the term responsible.

### The largest field for a closed orbit

A lattice band has a largest velocity, while \(E/B\) can be made as large as desired. Closed orbits must therefore disappear in a sufficiently strong electric field. Let \(v_{\max}\) be the largest velocity along \(\mathbf v_d\) in the plane of fixed \(k_z\). For \(\mathbf E\) along \(y\), equation (19) gives

\[
\frac{dk_y}{dt}=B\left(v_x-\frac{E}{B}\right).
\tag{26}
\]

If \(E>E_c=Bv_{\max}\), the right-hand side is negative everywhere. Then \(k_y\) decreases without turning back, and no orbit can close.

In the present plane, equation (21) is largest for \(\sin(k_xa)=1\) and \(c_y=1\):

\[
v_{\max}=8[0.50+0.20(1.5403)]=6.46\ \text{eV Å}.
\]

Hence

\[
E_c=(2.00\times10^{-4})(6.46)
=1.29\times10^{-3}\ \text{eV/Å}.
\]

This value belongs to the chosen \(k_z\), field directions and magnetic field. It is the limit for the electron-like orbits. The hole-like orbits surround the maximum of \(W\) on the line \(k_ya=\pi\), where \(v_x\) cannot exceed \(8[0.50+0.20(-1+0.5403)]=3.26\) eV Å, so they disappear already at about \(0.5E_c\). At \(0.8E_c\), an orbit started at \((0.25,0)\) Å\(^{-1}\) still closes, with mean \(v_x=5.17\) eV Å, which is \(0.8v_{\max}\). An isotropic band that is parabolic at every \(\mathbf k\) has no largest velocity and therefore no such limit.

### Berry curvature

In some bands the packet velocity contains a further term. Let \(\boldsymbol\Omega(\mathbf k)\) be the Berry curvature. With the sign convention used here,

\[
\mathbf v=\nabla_{\mathbf k}\varepsilon
-\frac{d\mathbf k}{dt}\times\boldsymbol\Omega,
\qquad
\frac{d\mathbf k}{dt}=-\mathbf E-\mathbf v\times\mathbf B .
\tag{27}
\]

Any energy shift from the magnetic moment of the packet is included in \(\varepsilon\). The proof of the theorem used the force equation and the fact that \(\mathbf v=d\mathbf r/dt\). Both remain true, so on a closed orbit the average of the total velocity perpendicular to \(\mathbf B\) is still \(\mathbf v_d\).

The timing of the orbit does change. Substituting the first equation into the second produces the term \((d\mathbf k/dt\times\boldsymbol\Omega)\times\mathbf B\). The triple product turns it into

\[
\boldsymbol\Omega\left(\frac{d\mathbf k}{dt}\cdot\mathbf B\right)
-\frac{d\mathbf k}{dt}(\boldsymbol\Omega\cdot\mathbf B).
\]

The first part vanishes for crossed fields. Collecting the terms in \(d\mathbf k/dt\),

\[
(1+\mathbf B\cdot\boldsymbol\Omega)\frac{d\mathbf k}{dt}
=-\mathbf E-\nabla_{\mathbf k}\varepsilon\times\mathbf B .
\tag{28}
\]

As long as the factor on the left is positive, the packet still follows a curve of constant \(W\) in the same direction, but at a different rate. If the magnetic moment shifts the energy, \(W\) must be formed from the shifted energy, and the curve itself can change.

If the single orbital behind equation (20) is real and symmetric under inversion, as an \(s\) orbital is, the band has no Berry curvature of its own. For illustration only, add by hand the model curvature \(\Omega_z=\Omega_0(c_x+c_y)\), with \(\Omega_0=500\) Å\(^2\), to the electron-like orbit, and leave the band energy unchanged. Since \(|B\Omega_z|\leq0.2\), the factor stays positive. The period rises from 2020 to 2178 1/eV. The mean of the band gradient along \(x\) falls to 0.91 eV Å, while the mean total velocity remains 1.00 eV Å. The curvature term supplies the missing 0.09 eV Å. It would average to zero if \(\boldsymbol\Omega\) were uniform, because \(d\mathbf k/dt\) averages to zero on a closed orbit. Here the curvature varies along the path, and the theorem applies to the full packet velocity, not to the band gradient alone.
